# Becquerel's Formula for the Verdet Constant from a Lorentz Oscillator

## Problem

A transparent medium contains $N$ bound electrons per unit volume. Each is held by an isotropic spring with natural frequency $\omega_0$. A static magnetic field $B$ points along $+z$, and light of frequency $\omega$ travels along $+z$. Absorption is neglected, and each electron is driven by the macroscopic electric field of the wave.

Use atomic units with $e=m=\hbar=1$, in which the force of the fields on an electron is $-(\mathbf E+\mathbf v\times\mathbf B)$, the Larmor frequency is $\omega_L=B/2$, and the dielectric function is defined by $\varepsilon E=E+4\pi P$. A rotation from $x$ towards $y$ is called counterclockwise about $\mathbf B$ and counted as positive.

(a) Find the dielectric function for each of the two circular polarizations, and the frequencies at which the electron resonates.

(b) Let $n(\omega)$ be the refractive index at $B=0$. Express the two circular indices through $n$, to first order in $B$. Decide whether it is enough to replace the parameter $\omega_0$ by the shifted resonance frequency.

(c) Linearly polarized light crosses a length $L$ of the medium. Its plane of polarization turns by $\theta=VBL$, where $V$ is the Verdet constant. Express $V$ through $dn/d\lambda$, with $\lambda$ the vacuum wavelength.

(d) Evaluate $V$ and $\theta$ for a model medium with $\omega_0=0.5$ hartree, $N=0.02\ \text{bohr}^{-3}$, $\omega=0.08$ hartree, $B=10^{-5}$ a.u. and $L=10^9$ bohr.

(e) Find the leading correction to $V$ at stronger fields, and state when the formula of part (c) fails.

## Solution

### (a) The driven electron in a magnetic field

For motion in the $xy$ plane, $\mathbf v\times\mathbf B=(B\dot y,\,-B\dot x)$. Newton's equations are therefore

$$\ddot x=-\omega_0^2x-E_x-B\dot y,\qquad \ddot y=-\omega_0^2y-E_y+B\dot x .$$

The magnetic force of the light wave itself is smaller than its electric force by a factor of order $v/c$ and is dropped.

The two equations are coupled, but they combine into one. Put $\zeta=x+iy$ and $\mathcal E=E_x+iE_y$, and add $i$ times the second equation to the first. The magnetic terms give $-B\dot y+iB\dot x=iB(\dot x+i\dot y)$, so

$$\ddot\zeta=-\omega_0^2\zeta-\mathcal E+iB\dot\zeta. \tag{1}$$

This step needs the same spring constant along $x$ and $y$.

A circularly polarized field at a fixed point is $\mathcal E=E_0e^{is\omega t}$ with $\omega>0$. For $s=+1$ the field vector turns counterclockwise about $\mathbf B$, for $s=-1$ clockwise. Try $\zeta=\zeta_0e^{is\omega t}$. Then $\dot\zeta=is\omega\zeta$, and $\ddot\zeta=-\omega^2\zeta$ because $s^2=1$. The magnetic term becomes $iB\cdot is\omega\zeta=-s\omega B\zeta$. Equation (1) gives

$$(\omega_0^2-\omega^2+s\omega B)\,\zeta_0=-E_0 .$$

The electron has charge $-1$, so the polarization is $P=-N\zeta$, which is proportional to the field and turns with it. With $B=2\omega_L$,

$$\varepsilon_s(\omega)=1+\frac{4\pi N}{\omega_0^2-\omega^2+2s\omega\omega_L}. \tag{2}$$

Each circular wave thus sees an ordinary scalar dielectric function, and the two functions differ in the sign of the magnetic term.

The resonances lie where the denominator vanishes, $\omega^2-2s\omega_L\omega-\omega_0^2=0$. The positive root is

$$\omega_{\text{res},s}=s\omega_L+\sqrt{\omega_0^2+\omega_L^2}\approx\omega_0+s\omega_L ,$$

where the neglected term is of order $\omega_L^2/\omega_0$. The counterclockwise resonance moves up by the Larmor frequency and the clockwise one moves down.

The sign can be checked from the force. An electron circling counterclockwise with angular velocity $\omega$ has $\mathbf v=\omega\,\hat{\mathbf z}\times\mathbf r$, and $\mathbf v\times\mathbf B=\omega B\,\mathbf r$. The force $-\mathbf v\times\mathbf B$ points inwards. It assists the spring and raises the frequency. For clockwise motion the force points outwards and lowers it.

### (b) What exactly is shifted

Complete the square in the denominator of (2). Since $(\omega-s\omega_L)^2=\omega^2-2s\omega\omega_L+\omega_L^2$,

$$\omega_0^2-\omega^2+2s\omega\omega_L=\omega_0^2+\omega_L^2-(\omega-s\omega_L)^2 .$$

The term $\omega_L^2$ next to $\omega_0^2$ is of second order in $B$. Without it, the denominator is that of the field-free medium, evaluated at the frequency $\omega-s\omega_L$. With $n^2=\varepsilon$,

$$n_s(\omega)=n(\omega-s\omega_L),\qquad n^2(\omega)=1+\frac{4\pi N}{\omega_0^2-\omega^2}. \tag{3}$$

The whole dispersion curve is translated along the frequency axis by $s\omega_L$.

A rotating frame shows why. Write $\zeta=\eta\,e^{i\omega_Lt}$, so that $\eta$ is the position seen from axes turning at the Larmor frequency. Then

$$\dot\zeta=(\dot\eta+i\omega_L\eta)e^{i\omega_Lt},\qquad \ddot\zeta=(\ddot\eta+2i\omega_L\dot\eta-\omega_L^2\eta)e^{i\omega_Lt}.$$

The magnetic term in (1) is $2i\omega_L\dot\zeta=(2i\omega_L\dot\eta-2\omega_L^2\eta)e^{i\omega_Lt}$. The terms in $\dot\eta$ cancel, and what remains is

$$\ddot\eta=-(\omega_0^2+\omega_L^2)\eta-\mathcal E e^{-i\omega_Lt}.$$

To first order in $B$ the magnetic force has disappeared. The driving field now varies as $e^{i(s\omega-\omega_L)t}=e^{is(\omega-s\omega_L)t}$. The electron responds as it would without a magnetic field, but to light of frequency $\omega-s\omega_L$.

This is not the same as replacing the parameter $\omega_0$ by $\omega_0+s\omega_L$ in $n(\omega)$. That replacement gives the denominator

$$(\omega_0+s\omega_L)^2-\omega^2\approx\omega_0^2-\omega^2+2s\omega_0\omega_L ,$$

whereas (2) contains $2s\omega\omega_L$. The first-order splitting of the indices comes out wrong by the factor $\omega_0/\omega$. The two agree close to resonance and differ in the transparent region far from it.

Partial fractions locate the difference. With $u=\omega-s\omega_L$,

$$\frac1{\omega_0^2-u^2}=\frac1{2\omega_0}\left[\frac1{\omega_0-u}+\frac1{\omega_0+u}\right]
=\frac1{2\omega_0}\left[\frac1{(\omega_0+s\omega_L)-\omega}+\frac1{(\omega_0-s\omega_L)+\omega}\right].$$

As a function of $\omega$, this has poles at $+\omega_0+s\omega_L$ and at $-\omega_0+s\omega_L$. Both have moved by $s\omega_L$ in the same direction. Replacing $\omega_0$ alone makes two errors. It puts the poles at $\pm(\omega_0+s\omega_L)$, so that the negative one moves the wrong way, and it changes the prefactor $1/2\omega_0$ to $1/2(\omega_0+s\omega_L)$. To first order the misplaced pole adds $-s\omega_L/[\omega_0(\omega_0+\omega)^2]$ and the changed prefactor adds $-s\omega_L/[\omega_0(\omega_0^2-\omega^2)]$. In units of $-s\omega_L/(\omega_0^2-\omega^2)^2$ these are $(\omega_0-\omega)^2/\omega_0$ and $(\omega_0^2-\omega^2)/\omega_0$. Their sum is $2(\omega_0-\omega)$, which turns the correct $2\omega$ into $2\omega_0$. The negative pole has a simple meaning: $e^{is\omega t}$ with negative $\omega$ is a rotation in the opposite sense, and the resonance for that sense lies at $\omega_0-s\omega_L$. Shifting the resonance by the Larmor frequency is thus a correct rule if both poles are moved by $s\omega_L$ and the prefactor $1/2\omega_0$ is left unchanged.

### (c) From two indices to a rotation

Let the field just inside the medium, at $z=0$, be $E_x=E\cos\omega t$, $E_y=0$. Then

$$\mathcal E(0,t)=\tfrac12E\left(e^{i\omega t}+e^{-i\omega t}\right),$$

which is a sum of two circular waves of equal amplitude. Inside the medium each travels with its own wave number $k_s=n_s\omega/c$, and $s\omega t$ becomes $s(\omega t-k_sz)$. At $z=L$,

$$\mathcal E(L,t)=\tfrac12E\left[e^{i(\omega t-k_+L)}+e^{-i(\omega t-k_-L)}\right].$$

Introduce the mean $\bar k=(k_++k_-)/2$ and the difference $\Delta=k_--k_+$, so that $k_\pm=\bar k\mp\Delta/2$. The first exponent is $i(\omega t-\bar kL)+i\Delta L/2$. The second is $-i(\omega t-\bar kL)+i\Delta L/2$. The factor $e^{i\Delta L/2}$ is common to both, and

$$\mathcal E(L,t)=E\,e^{i\Delta L/2}\cos(\omega t-\bar kL).$$

The phase of $\mathcal E=E_x+iE_y$ is the direction of the field in the $xy$ plane. The light is still linearly polarized, and its plane has turned by

$$\theta=\frac{\Delta L}{2}=\frac{\omega L}{2c}\,(n_--n_+). \tag{4}$$

From (3), $n_-=n(\omega+\omega_L)$ and $n_+=n(\omega-\omega_L)$. Expanding both to first order,

$$n_--n_+=\left(n+\omega_L\frac{dn}{d\omega}\right)-\left(n-\omega_L\frac{dn}{d\omega}\right)=2\omega_L\frac{dn}{d\omega}. \tag{5}$$

Insert this into (4) and use $\omega_L=B/2$:

$$\theta=\frac{\omega_LL}{c}\,\omega\frac{dn}{d\omega}=\frac{1}{2c}\,\omega\frac{dn}{d\omega}\,BL .$$

It remains to change the variable. From $\lambda=2\pi c/\omega$ follows $d\lambda/d\omega=-2\pi c/\omega^2=-\lambda/\omega$, hence

$$\omega\frac{dn}{d\omega}=\omega\frac{dn}{d\lambda}\left(-\frac{\lambda}{\omega}\right)=-\lambda\frac{dn}{d\lambda}.$$

Dividing $\theta$ by $BL$ gives Becquerel's formula,

$$V=-\frac{1}{2c}\,\lambda\frac{dn}{d\lambda}\quad\text{(atomic units)},\qquad
V=-\frac{e}{2mc}\,\lambda\frac{dn}{d\lambda}\quad\text{(SI)}. \tag{6}$$

The SI form follows from the Larmor frequency $\omega_L=eB/2m$ in those units.

For the single oscillator the derivative can be written out. Differentiating $n^2$ in (3) gives $2n\,dn/d\omega=4\pi N\cdot2\omega/(\omega_0^2-\omega^2)^2$, so

$$V=\frac{1}{2c}\,\frac{4\pi N\omega^2}{n(\omega_0^2-\omega^2)^2}. \tag{7}$$

In this undamped model $V$ is positive wherever $n$ is real: the plane turns counterclockwise about $\mathbf B$, in the sense in which a free electron circles.

Two limits are instructive. For $\omega\ll\omega_0$ the denominator of (7) tends to the constant $n(0)\omega_0^4$, and $V$ grows as $\omega^2$, that is, as $1/\lambda^2$. For free electrons, $\omega_0=0$, and

$$V=\frac{4\pi N}{2cn\omega^2},\qquad n^2=1-\frac{4\pi N}{\omega^2},$$

provided that $\omega^2>4\pi N$, so that the wave propagates, and that $B\ll n^2\omega$, which is stricter than $B\ll\omega$ when $n$ is small. If $n$ is also close to 1, $V$ grows as $\lambda^2$. This limit also exposes the faulty replacement of part (b), whose splitting is proportional to $\omega_0$: it would predict no first-order rotation for free electrons.

The derivation extends to a medium with several kinds of isotropically bound electrons, $n^2=1+\sum_j4\pi N_j/(\omega_j^2-\omega^2)$. The Larmor frequency does not depend on the spring constant, so each term is translated by the same $s\omega_L$. Equation (3) holds for the sum, and (6) follows as before. Measured dispersion can then replace knowledge of the separate resonances, provided that every term in it comes from particles with the charge and mass of a free electron. Infrared lattice vibrations do not meet this condition. Their Larmor frequency is smaller by the ratio of the electron mass to the ion mass, so they add to $dn/d\lambda$ but almost nothing to $V$. In fused silica they supply roughly a tenth of $\lambda\,dn/d\lambda$ in the visible and more than half at $1.06\ \mu\text{m}$ and beyond, and this part has to be removed before (6) is used. Carriers with an effective mass likewise have their own Larmor frequency.

### (d) Numbers for the model medium

The inputs give $4\pi N=0.251327$ and $\omega_0^2-\omega^2=0.2500-0.0064=0.2436$. The index without the magnetic field is

$$n=\sqrt{1+\frac{0.251327}{0.2436}}=1.425385 .$$

With $c=137.036$, the vacuum wavelength is $\lambda=2\pi c/\omega=10762.8$ bohr, about 570 nm. The field is about 2.35 T and the path about 5.29 cm. The dimensionless dispersion is

$$-\lambda\frac{dn}{d\lambda}=\omega\frac{dn}{d\omega}=\frac{0.251327\times0.0064}{1.425385\times0.2436^2}=0.019017,$$

which corresponds to $dn/d\lambda=-1.7669\times10^{-6}\ \text{bohr}^{-1}$. Becquerel's formula yields

$$V=\frac{0.019017}{2\times137.036}=6.939\times10^{-5}\ \text{rad per (a.u. of field}\times\text{bohr)},$$

or $5.578\ \text{rad}/(\text{T m})$. The rotation is

$$\theta=VBL=6.939\times10^{-5}\times10^{-5}\times10^{9}=0.694\ \text{rad}=39.8^\circ .$$

The same angle follows from the circular indices. The Larmor frequency is $\omega_L=5\times10^{-6}$ hartree, and the indices are $n_+=1.425383575$ and $n_-=1.425385952$. Their difference is $2.377\times10^{-6}$. Equation (4) can be written as $\theta=\pi(L/\lambda)(n_--n_+)$. The path is about $9.29\times10^4$ vacuum wavelengths long, so

$$\theta=\pi\times9.29\times10^4\times2.377\times10^{-6}=0.694\ \text{rad}.$$

A difference in the sixth decimal of the index becomes a large angle because the phase difference accumulates over the whole path.

Replacing $\omega_0$ alone would give $V=4.337\times10^{-4}$ in the same atomic units, which is $6.25$ times the correct value. This is the factor $\omega_0/\omega=0.5/0.08$ found in part (b).

The numerical output also contains $V$ from a calculation that does not use circular waves as an input. The dielectric tensor was built in Cartesian components from the Lorentz force, $x$-polarized light was propagated through the medium, and the angle was read from the field that emerged. The result agrees with Becquerel's formula to the six digits printed. The agreement also holds after a second kind of electron is added, with density $0.01\ \text{bohr}^{-3}$ and natural frequency $0.8$ hartree. Both routes then give $V=7.112\times10^{-5}$.

### (e) Stronger fields and limits of validity

Equation (2) holds for any $B$ within the model, so the correction to (6) can be found by carrying the expansion further. Define

$$x=\frac{2\omega\omega_L}{\omega_0^2-\omega^2}=\frac{\omega B}{\omega_0^2-\omega^2},\qquad a=\frac{n^2-1}{n^2}.$$

Equation (2) becomes $n_s^2=1+(n^2-1)/(1+sx)$. Dividing by $n^2$ and using $1/n^2=1-a$,

$$\frac{n_s^2}{n^2}=1+y,\qquad y=a\left(\frac1{1+sx}-1\right)=a(-sx+x^2-sx^3+\dots).$$

Now use $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots$. Only terms odd in $s$ survive in $n_--n_+$. Up to third order in $x$, they come from

- $y/2$, which contributes $-s(a/2)(x+x^3)$;
- $-y^2/8$, where the cross term of $y^2$ is $-2sa^2x^3$, which contributes $+s(a^2/4)x^3$;
- $y^3/16$, which contributes $-s(a^3/16)x^3$.

Taking the value at $s=-1$ minus the value at $s=+1$ doubles these terms and reverses their sign:

$$n_--n_+=n\,a\,x\left[1+\left(1-\frac a2+\frac{a^2}{8}\right)x^2+\dots\right]. \tag{8}$$

The leading term $nax$ equals $2\omega_L\,dn/d\omega$, in agreement with (5). By (4), the square bracket is the factor by which $\theta/(BL)$ exceeds the Verdet constant of (6). The relative correction grows as $B^2$. A correction linear in $B$ is absent because reversing $B$ exchanges $n_+$ and $n_-$, which makes $\theta$ an odd function of $B$.

For the medium of part (d) at the much stronger field $B=0.01$ a.u. (about 2350 T, far beyond steady laboratory fields and chosen only to make the correction visible), $x=0.08\times0.01/0.2436=3.284\times10^{-3}$ and $a=0.508$. The coefficient of $x^2$ is $0.778$, and the predicted relative change is $0.778\times(3.284\times10^{-3})^2=8.39\times10^{-6}$. The propagated light gives $8.394\times10^{-6}$. At $B=0.02$ a.u. it gives $3.358\times10^{-5}$, four times as much. At the field of part (d) the correction is of order $10^{-11}$ and has no practical weight.

The expansion requires $|x|\ll1$. Near resonance $\omega_0^2-\omega^2\approx2\omega_0(\omega_0-\omega)$, so the condition becomes $\omega_L\ll|\omega_0-\omega|$: the light must be much farther from the resonance than the resonance is shifted. This concerns the side below the resonance; just above it, up to $\omega^2=\omega_0^2+4\pi N$, $n$ is imaginary and no wave propagates. The index must also stay clear of $n=0$, where $a$ diverges and the expansion of the square root fails.

Other limits come from the model itself. Close to a resonance, absorption cannot be neglected. The indices then become complex, the two circular waves are attenuated differently, and the emerging light is elliptically polarized. If the binding differs between $x$ and $y$, the equations of motion do not combine into (1), and circular waves are in general no longer the natural waves of the medium. The model also contains no electron spin. In a real atom or molecule, where spin-orbit coupling or non-isotropic binding can be present, a common translation of the whole response by $\omega_L$ is not guaranteed. It survives for a closed-shell atom without spin-orbit coupling, whose binding is spherically symmetric. For a diamagnetic molecule with directional binding, such as $\text{N}_2$, formula (6) can overestimate $V$ by tens of percent or more and gives only the order of magnitude. For paramagnetic media, where the field also changes the populations of the ground-state levels, even the sign of $V$ can differ from (6).

## Computed values

```
natural frequency w0          = 0.500 hartree
electron density N            = 0.020 bohr^-3
light frequency w             = 0.080 hartree
magnetic field B              = 1.0e-05 a.u.
path length L                 = 1.0e+09 bohr
speed of light c              = 137.0360 a.u.
Larmor frequency wL           = 5.00e-06 hartree
upper free resonance (ccw)    = 0.5000050 hartree
lower free resonance (cw)     = 0.4999950 hartree
vacuum wavelength             = 10762.78 bohr
4 pi N                        = 0.251327 a.u.
w0^2 - w^2                    = 0.2436 hartree^2
index n at B = 0              = 1.425385 (no unit)
dn/dlambda                    = -1.76689e-06 bohr^-1
-lambda dn/dlambda            = 0.019017 (no unit)
index n_plus (ccw)            = 1.425383575 (no unit)
index n_minus (cw)            = 1.425385952 (no unit)
n_minus - n_plus              = 2.37708e-06 (no unit)
V, Becquerel                  = 6.93855e-05 rad/(a.u. field bohr)
V, closed form                = 6.93855e-05 rad/(a.u. field bohr)
V, propagated light           = 6.93855e-05 rad/(a.u. field bohr)
V, converted                  = 5.5783 rad/(T m)
rotation theta                = 0.69385 rad
rotation theta, converted     = 39.755 degrees
V from changing w0 only       = 4.33659e-04 rad/(a.u. field bohr)
its ratio to the correct V    = 6.2500 (no unit)
relative change of V, B=0.01  = 8.394e-06 (no unit)
relative change of V, B=0.02  = 3.358e-05 (no unit)
two resonances, Becquerel V   = 7.11230e-05 rad/(a.u. field bohr)
two resonances, propagated V  = 7.11230e-05 rad/(a.u. field bohr)
```
